# Slater normal form and concurrence for two fermions and minimal-basis H2: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Two fermions in four spin orbitals: Slater normal form and concurrence.

State: |psi> = 1/2 sum_ab A_ab c+_a c+_b |0>, A antisymmetric,
       sum_{a<b} |A_ab|^2 = 1.
Result under test: A = U Z U^T with Z made of two antisymmetric 2x2 blocks
with entries z1 >= z2 >= 0, and the concurrence, defined as the modulus of the
overlap of |psi> with its dual state, is C = 2 |Pf A| = 2 z1 z2.
For H2 in a minimal basis (orbitals g and u, order g-up, g-down, u-up, u-down)
  ground singlet: C = K / sqrt(Delta^2 + K^2), K = (gu|gu),
                  Delta = half the energy gap of the determinants uu and gg,
  triplet with spin components t+, t0, t-: C = |t0^2 - 2 t+ t-|.
Energies are in hartree and distances in bohr.
"""
import itertools
import numpy as np
from scipy.optimize import minimize
from scipy.stats import unitary_group
from pyscf import gto, scf, fci

rng = np.random.default_rng(7)

# ---------- explicit fermion operators on the 16-dimensional Fock space ------
raise_one = np.array([[0.0, 0.0], [1.0, 0.0]])
sign_flip = np.diag([1.0, -1.0])


def creation_operator(position):
    result = np.eye(1)
    for site in range(4):
        factor = (sign_flip if site < position
                  else raise_one if site == position else np.eye(2))
        result = np.kron(result, factor)
    return result


create = np.array([creation_operator(a) for a in range(4)])
destroy = np.array([c.T for c in create])
vacuum = np.eye(16)[0]
pair_states = np.array([[create[a] @ create[b] @ vacuum for b in range(4)]
                        for a in range(4)])
levi_civita = np.zeros((4, 4, 4, 4))
for perm in itertools.permutations(range(4)):
    levi_civita[perm] = round(np.linalg.det(np.eye(4)[list(perm)]))


def state_from_amplitudes(A):
    return 0.5 * np.einsum("ab,abi->i", A, pair_states)


def amplitudes_from_state(psi):
    return np.einsum("abi,i->ab", pair_states, psi)


def concurrence_by_definition(psi):
    """Modulus of the overlap of the state with its dual state."""
    A = amplitudes_from_state(psi)
    dual = 0.5 * np.einsum("abcd,cd->ab", levi_civita, A.conj())
    return abs(np.vdot(state_from_amplitudes(dual), psi))


def pfaffian(A):
    return A[0, 1] * A[2, 3] - A[0, 2] * A[1, 3] + A[0, 3] * A[1, 2]


def largest_projection(projector):
    """Normalized projection of the basis vector that projects best."""
    column = projector[:, np.argmax(np.diag(projector).real)]
    return column / np.linalg.norm(column)


def slater_normal_form(A):
    occupation, vectors = np.linalg.eigh(A @ A.conj().T)
    top = vectors[:, occupation > occupation[-1] - 1e-9]
    u1 = largest_projection(top @ top.conj().T)
    image = -A @ u1.conj()
    z1 = np.linalg.norm(image)
    u2 = image / z1
    rest = np.eye(4) - np.outer(u1, u1.conj()) - np.outer(u2, u2.conj())
    u3 = largest_projection(rest)
    image = -A @ u3.conj()
    z2 = np.linalg.norm(image)
    if z2 > 1e-9:
        u4 = image / z2
    else:
        u4 = largest_projection(rest - np.outer(u3, u3.conj()))
    return z1, z2, np.column_stack([u1, u2, u3, u4])


def determinant_state(p, q):
    return (np.tensordot(p, create, 1) @ (np.tensordot(q, create, 1) @ vacuum))


def check_normal_form(A):
    """Rebuild the state from its normal form and test the derived formulas."""
    psi = state_from_amplitudes(A)
    z1, z2, U = slater_normal_form(A)
    assert np.allclose(U.conj().T @ U, np.eye(4), atol=1e-8)
    rebuilt = (z1 * determinant_state(U[:, 0], U[:, 1])
               + z2 * determinant_state(U[:, 2], U[:, 3]))
    assert np.allclose(rebuilt, psi, atol=1e-8)
    C = concurrence_by_definition(psi)
    assert abs(C - 2 * abs(pfaffian(A))) < 1e-10
    assert abs(C - 2 * z1 * z2) < 1e-8
    density = np.array([[np.vdot(destroy[b] @ psi, destroy[a] @ psi)
                         for b in range(4)] for a in range(4)])
    assert np.allclose(density, A @ A.conj().T, atol=1e-10)
    root = np.sqrt(max(0.0, 1 - C**2))
    expected = np.array([1 - root, 1 - root, 1 + root, 1 + root]) / 2
    # the square root magnifies rounding errors when C is close to one
    assert np.allclose(np.linalg.eigvalsh(density), expected, atol=1e-6)
    return z1, z2, U, C


def best_determinant_weight(psi):
    """Largest weight of one determinant, by free numerical optimization."""
    def minus_weight(x):
        M = (x[:8] + 1j * x[8:]).reshape(4, 2)
        Q = np.linalg.qr(M)[0]
        return -abs(np.vdot(determinant_state(Q[:, 0], Q[:, 1]), psi))**2
    return max(-minimize(minus_weight, rng.normal(size=16)).fun
               for _ in range(3))


# ---------- random states ----------------------------------------------------
for trial in range(20):
    M = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    A = M - M.T
    A /= np.sqrt(np.sum(abs(A)**2) / 2)
    C = check_normal_form(A)[3]
    V = unitary_group.rvs(4, random_state=trial)
    rotated = V @ A @ V.T
    assert abs(pfaffian(rotated) - np.linalg.det(V) * pfaffian(A)) < 1e-12
    assert abs(concurrence_by_definition(state_from_amplitudes(rotated))
               - C) < 1e-10

# ---------- worked state with round amplitudes -------------------------------
A = np.zeros((4, 4), complex)
A[0, 1], A[0, 2], A[0, 3], A[2, 3] = 0.5, 0.5, 0.5j, 0.5
A = A - A.T
z1, z2, U, C = check_normal_form(A)
weight = best_determinant_weight(state_from_amplitudes(A))
assert abs(weight - (1 + np.sqrt(1 - C**2)) / 2) < 1e-6


def show(z):
    z = np.round(z, 4) + 0.0
    return f"{z.real:+.4f}{z.imag:+.4f}i"


print("WORKED STATE (dimensionless)")
print("A12, A13:", show(A[0, 1]), show(A[0, 2]))
print("A14, A34:", show(A[0, 3]), show(A[2, 3]))
print("Pfaffian:", show(pfaffian(A)))
print(f"concurrence C: {C:.6f}")
print(f"z1, z2: {z1:.6f} {z2:.6f}")
print(f"occupations z1^2, z2^2: {z1**2:.6f} {z2**2:.6f}")
for k in range(4):
    print(f"orbital u{k + 1}:", *[show(x) for x in U[:, k]])
print(f"best determinant weight, optimized: {weight:.6f}")

# ---------- H2 in the minimal basis ------------------------------------------
spin_raise = sum(create[2 * p] @ destroy[2 * p + 1] for p in range(2))
spin_lower = spin_raise.T
number = [create[a] @ destroy[a] for a in range(4)]
spin_z = 0.5 * (number[0] - number[1] + number[2] - number[3])
spin_squared = spin_lower @ spin_raise + spin_z @ (spin_z + np.eye(16))
inversion = np.diag((-1.0)**np.rint(np.diag(number[2] + number[3])))
two_electrons = np.where(np.rint(np.diag(sum(number))) == 2)[0]

ionic = np.zeros((16, 16))
for sign in (1, -1):
    local_up = (create[0] + sign * create[2]) / np.sqrt(2)
    local_down = (create[1] + sign * create[3]) / np.sqrt(2)
    ionic += local_up @ local_up.T @ local_down @ local_down.T


def h2_molecule(distance):
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                unit="Bohr", basis="sto-3g", verbose=0)
    s = mol.intor("int1e_ovlp")[0, 1]
    orbitals = np.array([[1, 1], [1, -1]]) / np.sqrt([2 * (1 + s), 2 * (1 - s)])
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    h = orbitals.T @ core @ orbitals
    eri = np.einsum("ijkl,ip,jq,kr,lt->pqrt", mol.intor("int2e"),
                    orbitals, orbitals, orbitals, orbitals)
    return mol, h, eri


def fock_space_hamiltonian(h, eri, nuclear):
    H = nuclear * np.eye(16)
    for p, q, s in itertools.product(range(2), repeat=3):
        H += h[p, q] * create[2 * p + s] @ destroy[2 * q + s]
    for p, q, r, t, s1, s2 in itertools.product(range(2), repeat=6):
        H += 0.5 * eri[p, q, r, t] * (
            create[2 * p + s1] @ create[2 * r + s2]
            @ destroy[2 * t + s2] @ destroy[2 * q + s1])
    return H


def eigenstates(H):
    """Two-electron eigenstates; a weak field along z separates the triplet."""
    block = (H + 0.01 * spin_z)[np.ix_(two_electrons, two_electrons)]
    vectors = np.linalg.eigh(block)[1]
    found = []
    for column in vectors.T:
        psi = np.zeros(16)
        psi[two_electrons] = column
        s2, m, parity = (psi @ op @ psi
                         for op in (spin_squared, spin_z, inversion))
        assert min(abs(s2), abs(s2 - 2)) < 1e-8
        assert abs(abs(parity) - 1) < 1e-8
        label = (round(s2 / 2), round(m), "g" if parity > 0 else "u")
        found.append((psi @ H @ psi, label, psi))
    return sorted(found, key=lambda item: item[0])


distances = [1.4, 2.5, 4.0, 6.0]
gaps, exchanges, ground_C, mixed_C = [], [], [], []
print("H2, STO-3G, FULL CI (R in bohr, energies in hartree)")
for R in distances:
    mol, h, eri = h2_molecule(R)
    H = fock_space_hamiltonian(h, eri, mol.energy_nuc())
    states = eigenstates(H)
    by_label = {}
    for energy, label, psi in states:
        by_label.setdefault(label, []).append(psi)
        check_normal_form(amplitudes_from_state(psi))
    ground, upper = by_label[(0, 0, "g")]
    open_singlet = by_label[(0, 0, "u")][0]
    triplet = {m: by_label[(1, m, "u")][0] for m in (1, 0, -1)}

    mean_field = scf.RHF(mol).run()
    reference = fci.FCI(mean_field).kernel()[0]
    assert abs(reference - states[0][0]) < 1e-7
    assert states[0][1] == (0, 0, "g")

    K = eri[0, 1, 0, 1]
    Delta = (2 * h[1, 1] + eri[1, 1, 1, 1] - 2 * h[0, 0] - eri[0, 0, 0, 0]) / 2
    C = concurrence_by_definition(ground)
    assert abs(C - K / np.hypot(Delta, K)) < 1e-8
    assert abs(concurrence_by_definition(upper) - C) < 1e-8
    ionic_weight = ground @ ionic @ ground
    assert abs(ionic_weight - (1 - C) / 2) < 1e-8
    assert abs(concurrence_by_definition(open_singlet) - 1) < 1e-8
    assert abs(concurrence_by_definition(triplet[0]) - 1) < 1e-8
    assert concurrence_by_definition(triplet[1]) < 1e-8
    assert concurrence_by_definition(triplet[-1]) < 1e-8

    # arbitrary triplet, its components linked by the spin-lowering operator
    t_plus = triplet[1]
    t_zero = spin_lower @ t_plus / np.sqrt(2)
    t_minus = spin_lower @ t_zero / np.sqrt(2)
    for _ in range(5):
        t = rng.normal(size=3) + 1j * rng.normal(size=3)
        t /= np.linalg.norm(t)
        psi = t[0] * t_plus + t[1] * t_zero + t[2] * t_minus
        assert abs(concurrence_by_definition(psi)
                   - abs(t[1]**2 - 2 * t[0] * t[2])) < 1e-8

    mixture = concurrence_by_definition((ground + triplet[0]) / np.sqrt(2))
    assert abs(mixture - (1 - C) / 2) < 1e-8

    A = amplitudes_from_state(ground)
    A = A * np.sign(A[0, 1])
    assert A[0, 1] > 0 > A[2, 3]
    print(f"R={R:.1f}: E={states[0][0]:.6f} Delta={Delta:.6f} K={K:.6f}")
    print(f"  c_gg={A[0, 1]:.6f} c_uu={A[2, 3]:.6f}"
          f" C={C:.6f} P_ion={ionic_weight:.6f}")
    gaps.append(Delta)
    exchanges.append(K)
    ground_C.append(C)
    mixed_C.append(mixture)
    if R == distances[0]:
        table = [(energy, label, concurrence_by_definition(psi))
                 for energy, label, psi in states]

print(f"ALL SIX STATES at R={distances[0]:.1f} bohr (E in hartree)")
for energy, (S, M, parity), C in table:
    print(f"S={S} M={M:+d} parity={parity}: E={energy:.6f} C={C:.6f}")

# which quantity drives the growth of C: freeze one at its shortest-R value
frozen_K = exchanges[0] / np.hypot(gaps[-1], exchanges[0])
frozen_gap = exchanges[-1] / np.hypot(gaps[0], exchanges[-1])
assert np.all(np.diff(ground_C) > 0) and np.all(np.diff(gaps) < 0)
assert frozen_K > 0.9 and frozen_gap < 0.5
print(f"C at R={distances[-1]:.1f}, K frozen at R=1.4: {frozen_K:.6f}")
print(f"C at R={distances[-1]:.1f}, Delta frozen at R=1.4: {frozen_gap:.6f}")
print("C of (ground singlet + triplet M=0)/sqrt(2):")
for R, value in zip(distances, mixed_C):
    print(f"  R={R:.1f} bohr: {value:.6f}")

print("all good")
```

Printed output:

```
WORKED STATE (dimensionless)
A12, A13: +0.5000+0.0000i +0.5000+0.0000i
A14, A34: +0.0000+0.5000i +0.5000+0.0000i
Pfaffian: +0.2500+0.0000i
concurrence C: 0.500000
z1, z2: 0.965926 0.258819
occupations z1^2, z2^2: 0.933013 0.066987
orbital u1: +0.8881+0.0000i +0.0000+0.0000i +0.0000-0.3251i -0.3251+0.0000i
orbital u2: +0.0000+0.0000i +0.4597+0.0000i +0.6280+0.0000i +0.0000+0.6280i
orbital u3: +0.0000+0.0000i +0.8881+0.0000i -0.3251+0.0000i +0.0000-0.3251i
orbital u4: -0.4597+0.0000i +0.0000+0.0000i +0.0000-0.6280i -0.6280+0.0000i
best determinant weight, optimized: 0.933013
H2, STO-3G, FULL CI (R in bohr, energies in hartree)
R=1.4: E=-1.137276 Delta=0.788645 K=0.181258
  c_gg=0.993627 c_uu=-0.112716 C=0.223994 P_ion=0.388003
R=2.5: E=-1.030474 Delta=0.334825 K=0.217937
  c_gg=0.958671 c_uu=-0.284518 C=0.545518 P_ion=0.227241
R=4.0: E=-0.943778 Delta=0.101028 K=0.265128
  c_gg=0.823432 c_uu=-0.567416 C=0.934456 P_ion=0.032772
R=6.0: E=-0.933402 Delta=0.016121 K=0.304020
  c_gg=0.725587 c_uu=-0.688131 C=0.998597 P_ion=0.000701
ALL SIX STATES at R=1.4 bohr (E in hartree)
S=0 M=+0 parity=g: E=-1.137276 C=0.223994
S=1 M=-1 parity=u: E=-0.531808 C=0.000000
S=1 M=+1 parity=u: E=-0.531808 C=0.000000
S=1 M=+0 parity=u: E=-0.531808 C=1.000000
S=0 M=+0 parity=u: E=-0.169292 C=1.000000
S=0 M=+0 parity=g: E=0.481138 C=0.223994
C at R=6.0, K frozen at R=1.4: 0.996068
C at R=6.0, Delta frozen at R=1.4: 0.359695
C of (ground singlet + triplet M=0)/sqrt(2):
  R=1.4 bohr: 0.388003
  R=2.5 bohr: 0.227241
  R=4.0 bohr: 0.032772
  R=6.0 bohr: 0.000701
all good
```
